# Strain-Renormalized Landau Coefficients of a Biaxially Clamped Ferroelectric Film, part 1

(Sections cited here and not found follow in the second part.)

## From the stress-free crystal to the clamped film

Suppose the polarization of a ferroelectric film is to be found by minimizing a polynomial in its three components. Before the minimization starts, one must decide which coefficients belong in the polynomial. If the strain is carried as an explicit variable, with an elastic energy written in the strain measured from its spontaneous value, the coefficients are those of the stress-free crystal. If the strain has been eliminated and only the polarization remains, the coefficients must already contain the effect of the substrate. Using the second set together with an explicit elastic energy counts the clamping twice; using the first set without one leaves the clamping out. The choice can decide whether the polarization stands upright, lies in the plane or points in between.

Consider a film whose nonpolar parent phase is cubic, grown with a cube axis along its normal on a cubic substrate cut the same way. Axes 1 and 2 lie in the plane and axis 3 is the normal. The polarization components are $P_1,P_2,P_3$. Stresses $t_i$ and strains $S_i$ carry the usual six-component index: 1, 2, 3 for the normal components and 4, 5, 6 for the shears 23, 13, 12. The shear strains are engineering shears, so $S_6$ is twice the tensor component $S_{12}$.

At a given temperature the Landau energy density of the stress-free crystal, carried to sixth order, is

$$
\begin{aligned}
L={}&a_1(P_1^2+P_2^2+P_3^2)+a_{11}(P_1^4+P_2^4+P_3^4)\\
&+a_{12}(P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2)+L_6,
\end{aligned}
$$

$$
\begin{aligned}
L_6={}&a_{111}(P_1^6+P_2^6+P_3^6)+a_{112}\big[P_1^4(P_2^2+P_3^2)\\
&+P_2^4(P_1^2+P_3^2)+P_3^4(P_1^2+P_2^2)\big]+a_{123}P_1^2P_2^2P_3^2 .
\end{aligned}
$$

There is no factor of one half in front of $a_1$. A table that writes the quadratic term as $\tfrac12\alpha P^2$ must be converted with $a_1=\alpha/2$.

A polar crystal without stress is still deformed, because polarization changes its shape. To quadratic order in the polarization, the spontaneous strains are

$$
\begin{aligned}
S^0_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
S^0_2&=Q_{11}P_2^2+Q_{12}(P_1^2+P_3^2),\\
S^0_3&=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2),\\
S^0_4&=Q_{44}P_2P_3,\quad S^0_5=Q_{44}P_1P_3,\quad S^0_6=Q_{44}P_1P_2 .
\end{aligned}
$$

If a table defines the shear coefficient through the tensor strain, $S_{12}=qP_1P_2$, then $Q_{44}=2q$. This factor matters, since $Q_{44}$ will enter squared.

With linear elasticity and compliances $s_{11},s_{12},s_{44}$ measured at fixed polarization, the Gibbs energy density is

$$
\begin{aligned}
G={}&L-\sum_{i=1}^{6}t_iS_i^0-\tfrac12s_{11}(t_1^2+t_2^2+t_3^2)\\
&-s_{12}(t_1t_2+t_2t_3+t_3t_1)-\tfrac12s_{44}(t_4^2+t_5^2+t_6^2).
\end{aligned}
$$

Its natural variables are polarization and stress. The electric field is $E_i=\partial G/\partial P_i$ and the strain is $S_i=-\partial G/\partial t_i$. The minus signs in $G$ therefore give a strain that is the sum of a spontaneous and an elastic part, for example

$$
S_1=S_1^0+s_{11}t_1+s_{12}(t_2+t_3),\qquad S_6=S_6^0+s_{44}t_6 .
$$

The substrate fixes three strains. Let $b$ be its in-plane lattice parameter and $a_0$ that of the film's cubic parent phase, extrapolated to the temperature of use. The misfit strain is $S_m=(b-a_0)/a_0$, positive when the film is stretched. Dividing by $b$ instead changes $S_m$ by a relative amount of order $S_m$. A coherent film adopts the square net of the substrate, so

$$
S_1=S_2=S_m,\qquad S_6=0 .
$$

The top surface is free. In a uniform film the stress acting on planes parallel to that surface must vanish throughout the thickness:

$$
t_3=t_4=t_5=0 .
$$

The film can thus change its thickness and lean over its base, but cannot change the size or shape of that base. "Clamped" here means this mixed condition, not the fixing of all six strains.

The quantity to be minimized has to match it. For variations of polarization and stress,

$$
dG=\sum_iE_i\,dP_i-\sum_iS_i\,dt_i .
$$

For the three directions in which strain is imposed, stress must be exchanged for strain as the independent variable. This is done by a Legendre transformation,

$$
\tilde G=G+S_1t_1+S_2t_2+S_6t_6 .
$$

Taking the differential, each $-S_i\,dt_i$ with $i=1,2,6$ is cancelled by part of $d(S_it_i)=S_i\,dt_i+t_i\,dS_i$. Hence

$$
\begin{aligned}
d\tilde G={}&\sum_iE_i\,dP_i+t_1\,dS_1+t_2\,dS_2+t_6\,dS_6\\
&-S_3\,dt_3-S_4\,dt_4-S_5\,dt_5 .
\end{aligned}
$$

Under the conditions of the film every term after the first vanishes. Between short-circuited ideal electrodes the field is zero, and the polarization is stationary in $\tilde G$. It is also a minimum that is wanted: $\tilde G$ is what remains of the ordinary energy, a function of polarization and strain, after the three free strains have been relaxed to their lowest-energy values. With an applied field one minimizes $\tilde G-\sum_iE_iP_i$.

The elimination of the stresses is short if one first introduces the elastic strains $e_i=S_i-S_i^0$. For the three clamped components,

$$
e_1=s_{11}t_1+s_{12}t_2,\quad e_2=s_{12}t_1+s_{11}t_2,\quad e_6=s_{44}t_6 .
$$

In $\tilde G$ the linear terms combine into $\sum t_i(S_i-S_i^0)=\sum t_ie_i$, with $i=1,2,6$. The quadratic stress terms of $G$ equal $-\tfrac12\sum t_ie_i$, because $t_1e_1+t_2e_2=s_{11}(t_1^2+t_2^2)+2s_{12}t_1t_2$. Together they give

$$
\tilde G=L+\tfrac12(t_1e_1+t_2e_2+t_6e_6).
$$

The second term is the positive elastic energy stored in the film.

The Legendre terms are what carry the misfit. Write the clamped strains as a vector $\mathbf S$, the spontaneous ones as $\mathbf S^0$, and the three-by-three compliance block as $\mathbf s$, so that $\mathbf t=\mathbf s^{-1}(\mathbf S-\mathbf S^0)$. Inserting the stresses in $G$ alone gives

$$
\begin{aligned}
G&=\tilde G-\mathbf S\cdot\mathbf t\\
&=L+\tfrac12(\mathbf S-\mathbf S^0)\mathbf s^{-1}(\mathbf S-\mathbf S^0)-\mathbf S\,\mathbf s^{-1}(\mathbf S-\mathbf S^0)\\
&=L-\tfrac12\mathbf S\,\mathbf s^{-1}\mathbf S+\tfrac12\mathbf S^0\mathbf s^{-1}\mathbf S^0 .
\end{aligned}
$$

The products of $\mathbf S$ with $\mathbf S^0$ have cancelled. They are the terms proportional to $S_mP^2$, so minimizing this expression would predict a polarization that does not depend on the misfit. At $S_m=0$ the two potentials coincide, and a check made there would not reveal the error.

The stress equations separate when added and subtracted. With

$$
p=s_{11}+s_{12},\qquad m=s_{11}-s_{12},
$$

they become $e_1+e_2=p(t_1+t_2)$ and $e_1-e_2=m(t_1-t_2)$. Since

$$
t_1e_1+t_2e_2=\tfrac12(t_1+t_2)(e_1+e_2)+\tfrac12(t_1-t_2)(e_1-e_2),
$$

the energy is

$$
\tilde G=L+\frac{(e_1+e_2)^2}{4p}+\frac{(e_1-e_2)^2}{4m}+\frac{e_6^2}{2s_{44}} .
$$

The three terms are the costs of changing the area of the base, of making it rectangular, and of shearing it. In an elastically stable crystal $p$, $m$ and $s_{44}$ are positive.

The elastic strains follow from the clamping conditions:

$$
\begin{aligned}
e_1+e_2&=2S_m-(Q_{11}+Q_{12})(P_1^2+P_2^2)-2Q_{12}P_3^2,\\
e_1-e_2&=-(Q_{11}-Q_{12})(P_1^2-P_2^2),\\
e_6&=-Q_{44}P_1P_2 .
\end{aligned}
$$

The misfit appears in the first line alone, because a square substrate imposes a change of area without a change of shape. Abbreviate $A=Q_{11}+Q_{12}$, $D=Q_{11}-Q_{12}$ and $R=P_1^2+P_2^2$. Squaring the first line and dividing by $4p$ yields

$$
\begin{aligned}
\frac{(e_1+e_2)^2}{4p}={}&\frac{S_m^2}{p}-\frac{S_mA}{p}R-\frac{2S_mQ_{12}}{p}P_3^2\\
&+\frac{A^2}{4p}R^2+\frac{AQ_{12}}{p}RP_3^2+\frac{Q_{12}^2}{p}P_3^4 .
\end{aligned}
$$

Here $R^2=P_1^4+P_2^4+2P_1^2P_2^2$. The other two contributions are

$$
\frac{D^2}{4m}\left(P_1^4+P_2^4-2P_1^2P_2^2\right)+\frac{Q_{44}^2}{2s_{44}}P_1^2P_2^2 .
$$

Collecting equal powers gives the film energy

$$
\begin{aligned}
\tilde G={}&\frac{S_m^2}{p}+a_1^*(P_1^2+P_2^2)+a_3^*P_3^2+a_{11}^*(P_1^4+P_2^4)\\
&+a_{33}^*P_3^4+a_{12}^*P_1^2P_2^2+a_{13}^*(P_1^2+P_2^2)P_3^2+L_6,
\end{aligned}
$$

with quadratic coefficients

$$
a_1^*=a_1-\frac{S_m(Q_{11}+Q_{12})}{s_{11}+s_{12}},\qquad
a_3^*=a_1-\frac{2S_mQ_{12}}{s_{11}+s_{12}},
$$

and quartic coefficients

$$
\begin{aligned}
a_{11}^*&=a_{11}+\frac{(Q_{11}+Q_{12})^2}{4(s_{11}+s_{12})}+\frac{(Q_{11}-Q_{12})^2}{4(s_{11}-s_{12})},\\
a_{33}^*&=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}},\\
a_{12}^*&=a_{12}+\frac{(Q_{11}+Q_{12})^2}{2(s_{11}+s_{12})}-\frac{(Q_{11}-Q_{12})^2}{2(s_{11}-s_{12})}+\frac{Q_{44}^2}{2s_{44}},\\
a_{13}^*&=a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{s_{11}+s_{12}} .
\end{aligned}
$$

These are the Pertsev coefficients. The sixth-order part $L_6$ is unchanged because the elastic energy is quadratic in strains that are themselves at most quadratic in polarization. Higher-order electrostriction, or compliances that depend on polarization, would alter that conclusion.

Two of the coefficients are often written over a single denominator. Since $A^2=Q_{11}^2+Q_{12}^2+2Q_{11}Q_{12}$ and $D^2=Q_{11}^2+Q_{12}^2-2Q_{11}Q_{12}$,

$$
\begin{aligned}
A^2m+D^2p&=2s_{11}(Q_{11}^2+Q_{12}^2)-4s_{12}Q_{11}Q_{12},\\
A^2m-D^2p&=4s_{11}Q_{11}Q_{12}-2s_{12}(Q_{11}^2+Q_{12}^2).
\end{aligned}
$$

Dividing the first by $4pm$ and the second by $2pm$, where $pm=s_{11}^2-s_{12}^2$, gives

$$
\begin{aligned}
a_{11}^*&=a_{11}+\frac{(Q_{11}^2+Q_{12}^2)s_{11}-2Q_{11}Q_{12}s_{12}}{2(s_{11}^2-s_{12}^2)},\\
a_{12}^*&=a_{12}-\frac{(Q_{11}^2+Q_{12}^2)s_{12}-2Q_{11}Q_{12}s_{11}}{s_{11}^2-s_{12}^2}+\frac{Q_{44}^2}{2s_{44}} .
\end{aligned}
$$

An isotropic elastic response provides a check on the shear factor. In that case $s_{44}=2m$ and, with engineering shear, $Q_{44}=2D$. The shear term becomes $D^2/m$, so the elastic correction to $a_{12}$ is $A^2/(2p)+D^2/(2m)$. This is twice the correction to $a_{11}$, as it must be if the added in-plane energy is to depend on $(P_1^2+P_2^2)^2$ and not on direction.

The quadratic and quartic changes have different causes. A nonpolar film at misfit $S_m$ carries the biaxial stress $S_m/p$, and the quadratic shifts are the coupling of that stress to the spontaneous strain. A bulk crystal held at the same constant stress would have the same $a_1^*$ and $a_3^*$. In the film, however, the stress does not stay constant as polarization develops. The crystal tries to change the shape of its base, the substrate refuses, and the resulting elastic energy grows as the fourth power of the polarization. This contribution survives at zero misfit. A film with $S_m=0$ is therefore not a stress-free crystal.

The corrections to $a_{11}$ and $a_{33}$ cannot be negative, since they are squares over positive compliances. The correction to $a_{13}$ takes the sign of $Q_{12}(Q_{11}+Q_{12})$. It is negative when $Q_{12}<0$ and $Q_{11}>|Q_{12}|$: in-plane polarization expands the base while normal polarization contracts it, so the two partly relieve each other's stress. Clamping then lowers the penalty for having both. Together with the larger coefficients $a_{11}^*$ and $a_{33}^*$, which penalize concentrating the polarization in one component, this favours a rotated polarization.

The effect of the substrate is now contained in the coefficients of an energy that depends on polarization alone: misfit shifts the quadratic terms, and clamping changes the quartic ones even at zero misfit. It remains to find, for a numerical example, which polarization state is lowest at each misfit, and how far the result survives imperfect electrodes, strain relaxation and the formation of domains.
